# Configuration-average energies and Slater integrals for p and d shells, part 1

(Sections cited here and not found follow in the later parts.)

**Setting.** An ion has shells $i$, each with orbital angular momentum $l_i$, one real radial function $P_i(r)$ normalized as $\int_0^\infty P_i^2\,dr=1$, and $N_i=4l_i+2$ spin-orbitals

$$\phi_a(\mathbf r,\sigma)=\frac{P_i(r)}{r}\,Y_{l_i m_a}(\hat{\mathbf r})\,\chi_{s_a}(\sigma),\qquad s_a=\pm\tfrac12 .$$

The spin-orbitals are orthonormal and are held fixed. A configuration is a set of occupation numbers $w_i$, for example $2p^5 3d^9$ on top of filled inner shells. Its state space is spanned by all Slater determinants with $w_i$ electrons in shell $i$. The Hamiltonian is

$$H=\sum_{ac}h_{ac}\,a^\dagger_a a_c+\frac12\sum_{abcd}\langle ab|cd\rangle\,a^\dagger_a a^\dagger_b a_d a_c, \tag{1}$$

where $\langle ab|cd\rangle=\int\!\!\int \phi_a^*(1)\phi_b^*(2)\,r_{12}^{-1}\,\phi_c(1)\phi_d(2)$, including the spin sums, and $h$ is at first spherical and independent of spin (kinetic energy and nuclear attraction). The formulas use atomic units for $1/r_{12}$; all numerical energies are in eV. The abbreviation $\langle ab\|cd\rangle=\langle ab|cd\rangle-\langle ab|dc\rangle$ is used. The configuration-average energy is defined as

$$E_{\rm av}=\frac{\operatorname{Tr}H}{\dim},$$

with $H$ projected on the state space of the one configuration and $\dim$ the dimension of that space. Matrix elements that connect different configurations play no part in this definition. The numbers quoted below come from the numerical check.

## (a) Reduction to pair averages

Show that $E_{\rm av}$ is the degeneracy-weighted mean of the multiplet levels, and express it through the occupation numbers, one one-electron energy per shell, and averages of the Coulomb interaction over pairs of spin-orbitals.

**Solution.** The trace of a Hermitian matrix is the sum of its eigenvalues counted with multiplicity. If the projected $H$ has levels $E_\nu$ of degeneracy $g_\nu$, then $E_{\rm av}=\sum_\nu g_\nu E_\nu/\sum_\nu g_\nu$. An $LS$ term carries the weight $(2S+1)(2L+1)$ and a fine-structure level the weight $2J+1$. The trace does not depend on the basis, so it may be evaluated in the determinant basis, where only diagonal elements are needed and no diagonalization takes place.

Let $|D\rangle$ be a determinant with occupations $n_a=0,1$. The operator $a^\dagger_a a_c$ returns $|D\rangle$ to itself only for $a=c$, and then gives $n_a$. The operator $a^\dagger_a a^\dagger_b a_d a_c$ vanishes for $a=b$, and returns $|D\rangle$ to itself only if the pair removed is the pair put back. For $c=a$, $d=b$ it is $a^\dagger_a a^\dagger_b a_b a_a=n_a n_b$, because the number operator $a_b^\dagger a_b$ commutes with $a_a$ for $a\ne b$. For $c=b$, $d=a$ one anticommutation of the two annihilators gives $-n_an_b$. Therefore

$$\langle D|H|D\rangle=\sum_a n_a h_{aa}+\frac12\sum_{a\neq b}n_an_b\big(\langle ab|ab\rangle-\langle ab|ba\rangle\big)=\sum_a n_a h_{aa}+\sum_{a<b}n_an_b\langle ab\|ab\rangle. \tag{2}$$

The last step uses $\langle ab\|ab\rangle=\langle ba\|ba\rangle$, which follows from relabelling electrons 1 and 2.

Averaging (2) over all determinants requires the averages of $n_a$ and $n_an_b$. The determinants are all combinations of one choice per shell, and shell $i$ offers $\binom{N_i}{w_i}$ choices. Those in which a given spin-orbital is occupied number $\binom{N_i-1}{w_i-1}$, and those in which two given spin-orbitals of the shell are occupied number $\binom{N_i-2}{w_i-2}$. The ratios are

$$\overline{n_a}=\frac{(N_i-1)!}{(w_i-1)!\,(N_i-w_i)!}\cdot\frac{w_i!\,(N_i-w_i)!}{N_i!}=\frac{w_i}{N_i},$$

$$\overline{n_an_b}=\frac{(N_i-2)!}{(w_i-2)!}\cdot\frac{w_i!}{N_i!}=\frac{w_i(w_i-1)}{N_i(N_i-1)}\qquad(a\ne b,\ \text{both in } i).$$

For $a$ in shell $i$ and $b$ in another shell $j$ the choices are independent, so $\overline{n_an_b}=w_iw_j/(N_iN_j)$.

For spherical, spin-independent $h$ the element $h_{aa}$ is the same for all spin-orbitals of a shell; call it $I_i$. The one-electron part of the average is $\sum_i (w_i/N_i)N_iI_i=\sum_iw_iI_i$. Define the mean interaction over the $N_i(N_i-1)/2$ distinct pairs within a shell and over the $N_iN_j$ pairs between two shells,

$$U_{ii}=\frac{2}{N_i(N_i-1)}\sum_{a<b\,\in\, i}\langle ab\|ab\rangle,\qquad U_{ij}=\frac{1}{N_iN_j}\sum_{a\in i}\sum_{b\in j}\langle ab\|ab\rangle. \tag{3}$$

The pairs within shell $i$ contribute $\frac{w_i(w_i-1)}{N_i(N_i-1)}\cdot\frac{N_i(N_i-1)}{2}U_{ii}$, and those between $i$ and $j$ contribute $\frac{w_iw_j}{N_iN_j}N_iN_jU_{ij}$. Hence

$$E_{\rm av}=\sum_i w_iI_i+\sum_i\frac{w_i(w_i-1)}{2}U_{ii}+\sum_{i<j}w_iw_jU_{ij}. \tag{4}$$

The $U$ do not depend on the occupations as long as the radial functions are fixed: each is a property of two electrons. Equation (4) counts electron pairs and assigns each pair its mean energy.

When only a $p$ shell (occupation $m$) and a $d$ shell (occupation $n$) vary, the remaining shells $c$ stay full. Their mutual terms form a constant $E_{\rm core}$, and their terms with the active shells are linear in $m$ and $n$, so they can be absorbed by the redefinition $I_p\to I_p+\sum_cN_cU_{pc}$, and likewise for $I_d$. With this meaning of $I_p$ and $I_d$ from here on,

$$E_{\rm av}(p^md^n)=E_{\rm core}+mI_p+nI_d+\tfrac12m(m-1)U_{pp}+\tfrac12n(n-1)U_{dd}+mn\,U_{pd}. \tag{5}$$

## (b) Multipole expansion and two sum rules

Write $\langle ab|ab\rangle$ and $\langle ab|ba\rangle$ in terms of radial Slater integrals and angular coefficients $c^k$, and evaluate $\sum_m c^k(lm,lm)$ and $\sum_{m'}c^k(lm,l'm')^2$.

**Solution.** Two standard properties of the spherical harmonics are the input. With $t=\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2$, the Laplace expansion is $r_{12}^{-1}=\sum_k (r_<^k/r_>^{k+1})\,P_k(t)$, where $P_k(t)$ is a Legendre polynomial (its argument and its index $k$, $l$ or $L$ distinguish it from a radial function). The addition theorem is

$$\sum_{m}Y_{lm}(1)Y^*_{lm}(2)=\frac{2l+1}{4\pi}P_l(t). \tag{6}$$

With $C_{kq}=\sqrt{4\pi/(2k+1)}\,Y_{kq}$, equation (6) reads $P_k(t)=\sum_qC_{kq}(1)C^*_{kq}(2)$. Define

$$c^k(lm,l'm')=\int Y^*_{lm}\,C_{k,m-m'}\,Y_{l'm'}\,d\Omega .$$

The azimuthal integral of $Y^*_{lm}C_{kq}Y_{l'm'}$ contains $e^{i(-m+q+m')\varphi}$ and vanishes unless $q=m-m'$. For that $q$ the phases cancel and what remains is a real polar integral, so $c^k$ is real.

In $\langle ab|cd\rangle$ electron 1 gives $\int Y_a^*C_{kq}Y_c\,d\Omega=\delta_{q,m_a-m_c}c^k(a,c)$. Electron 2 gives $\int Y_b^*C^*_{kq}Y_d\,d\Omega$, which is the complex conjugate of $\int Y_d^*C_{kq}Y_b\,d\Omega=\delta_{q,m_d-m_b}c^k(d,b)$. Both conditions on $q$ hold only if $m_a+m_b=m_c+m_d$. Thus

$$\langle ab|cd\rangle=\delta_{s_as_c}\delta_{s_bs_d}\,\delta_{m_a+m_b,\,m_c+m_d}\sum_k c^k(a,c)\,c^k(d,b)\,R^k(ab;cd), \tag{7}$$

$$R^k(ab;cd)=\int_0^\infty\!\!\!\int_0^\infty P_a(r_1)P_c(r_1)\frac{r_<^k}{r_>^{k+1}}P_b(r_2)P_d(r_2)\,dr_1dr_2 .$$

For $a$ in shell $i$ and $b$ in shell $j$ the direct and exchange radial integrals are

$$F^k_{ij}=\iint P_i^2(r_1)\frac{r_<^k}{r_>^{k+1}}P_j^2(r_2)\,dr_1dr_2,\qquad G^k_{ij}=\iint P_iP_j(r_1)\frac{r_<^k}{r_>^{k+1}}P_iP_j(r_2)\,dr_1dr_2 .$$

These are the unreduced integrals (upper index), with no numerical denominators absorbed. For $i=j$ the two definitions coincide, $G^k_{ii}=F^k_{ii}$. Setting $c=a,d=b$ and then $c=b,d=a$ in (7),

$$\langle ab|ab\rangle=\sum_kc^k(a,a)c^k(b,b)F^k_{ij},\qquad \langle ab|ba\rangle=\delta_{s_as_b}\sum_kc^k(a,b)^2G^k_{ij}. \tag{8}$$

*First sum rule.* At $t=1$, where $P_l(1)=1$, equation (6) gives $\sum_m|Y_{lm}|^2=(2l+1)/4\pi$: the density of a full set of $m$ is spherical. Then for any $k,q$

$$\sum_m\int Y^*_{lm}C_{kq}Y_{lm}\,d\Omega=\frac{2l+1}{4\pi}\int C_{kq}\,d\Omega=(2l+1)\,\delta_{k0},$$

because $C_{00}=1$ and every $C_{kq}$ with $k>0$ is orthogonal to the constant. In particular

$$\sum_m c^k(lm,lm)=(2l+1)\,\delta_{k0},\qquad c^0(lm,lm)=1. \tag{9}$$

*Second sum rule.* Since only $q=m-m'$ contributes, a sum over $q$ may be added at no cost: $\sum_{m'}c^k(lm,l'm')^2=\sum_{m'q}\big|\int Y^*_{lm}C_{kq}Y_{l'm'}d\Omega\big|^2$. Writing the modulus squared as a double integral over two directions and using (6) twice,

$$\sum_{m'}c^k(lm,l'm')^2=\iint Y^*_{lm}(1)\Big[\sum_qC_{kq}(1)C^*_{kq}(2)\Big]\Big[\sum_{m'}Y_{l'm'}(1)Y^*_{l'm'}(2)\Big]Y_{lm}(2)\,d\Omega_1d\Omega_2$$

$$=\frac{2l'+1}{4\pi}\iint Y^*_{lm}(1)\,P_k(t)P_{l'}(t)\,Y_{lm}(2)\,d\Omega_1d\Omega_2 .$$

The product of two polynomials is a finite Legendre series, $P_kP_{l'}=\sum_L\alpha_LP_L$. With $\tfrac12\int_{-1}^1P_LP_{L'}dx=\delta_{LL'}/(2L+1)$, the coefficients are $\alpha_L=(2L+1)\,T(L,k,l')$, where

$$T(l,k,l')=\frac12\int_{-1}^{1}P_l(x)P_k(x)P_{l'}(x)\,dx .$$

By (6) and the orthonormality of the harmonics, $\int P_L(t)Y_{lm}(2)\,d\Omega_2=\delta_{Ll}\,\frac{4\pi}{2l+1}Y_{lm}(1)$. Only $L=l$ survives, and the remaining integral over direction 1 is unity:

$$\sum_{m'}c^k(lm,l'm')^2=\frac{2l'+1}{4\pi}\,(2l+1)T(l,k,l')\,\frac{4\pi}{2l+1}=(2l'+1)\,T(l,k,l'). \tag{10}$$

The right side does not depend on $m$. The quantity $T$ is symmetric in its three arguments. It vanishes if $l+k+l'$ is odd, because the integrand is then odd in $x$, and it vanishes if one argument exceeds the sum of the other two, because $P_k$ is orthogonal to all polynomials of lower degree. It is the square of the Wigner $3j$ symbol with zero projections, $T(l,k,l')=\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}^2$. The derivation needs only the integral. The program computes the $c^k$ by angular quadrature and tests (9) and (10), the latter with the $3j$ symbol on the right, for all $l,l'\le3$, $k\le6$ and every $m$.

## (c) The pair averages in terms of Slater integrals

Evaluate $U_{ij}$ for two different shells and $U_{ii}$ for one shell.

**Solution.** *Different shells.* In the direct part of (8) the sums over $a$ and $b$ factorize, and each includes two spin directions. By (9),

$$\sum_{a\in i}\sum_{b\in j}\langle ab|ab\rangle=\sum_kF^k_{ij}\,\big[2(2l_i+1)\delta_{k0}\big]\big[2(2l_j+1)\delta_{k0}\big]=N_iN_jF^0_{ij}.$$

All direct integrals with $k>0$ drop out: averaged over orientations, each electron has a spherical charge cloud. In the exchange part the factor $\delta_{s_as_b}$ leaves two of the four spin combinations. The sum over $m_b$ gives (10), and the sum over $m_a$ multiplies it by $2l_i+1$:

$$\sum_{a\in i}\sum_{b\in j}\langle ab|ba\rangle=2(2l_i+1)(2l_j+1)\sum_kT(l_i,k,l_j)\,G^k_{ij}=\frac{N_iN_j}{2}\sum_kT(l_i,k,l_j)\,G^k_{ij},$$

since $N_iN_j=4(2l_i+1)(2l_j+1)$. Dividing by $N_iN_j$,

$$U_{ij}=F^0_{ij}-\frac12\sum_kT(l_i,k,l_j)\,G^k_{ij}. \tag{11}$$

The factor $\tfrac12$ is the probability that the two spins are parallel. Exchange does not average to zero, because it enters through squares $c^k(a,b)^2$.

*Same shell.* The sum in (3) excludes $a=b$, which prevents factorization. But $\langle aa\|aa\rangle=\langle aa|aa\rangle-\langle aa|aa\rangle=0$, so these terms may be included without change, and $2\sum_{a<b}=\sum_{a,b}$ over all ordered pairs. The two free sums are those just evaluated, with $j=i$, $G^k\to F^k$, $l_i=l$ and $N=2(2l+1)$:

$$\sum_{a,b}\langle ab\|ab\rangle=N^2F^0-2(2l+1)^2\sum_kT(l,k,l)F^k .$$

The exchange sum now has a $k=0$ term, with $T(l,0,l)=\tfrac12\int P_l^2dx=1/(2l+1)$, equal to $2(2l+1)F^0=NF^0$. It cancels the monopole self-repulsion that the added terms put into the direct sum. Dividing by $N(N-1)$,

$$U_{ii}=\frac{N^2-N}{N(N-1)}F^0-\frac{2(2l+1)^2}{(4l+2)(4l+1)}\sum_{k>0}T(l,k,l)F^k ,$$

that is

$$U_{ii}=F^0_{ii}-\frac{2l+1}{4l+1}\sum_{k>0}T(l,k,l)\,F^k_{ii}. \tag{12}$$

The prefactor $(2l+1)/(4l+1)$ exceeds $\tfrac12$ and tends to it for large $l$, where the exclusion of $a=b$ matters little. For $l=0$ only $k=0$ is allowed and $U_{ss}=F^0$: the two electrons have opposite spin. By the rules for $T$, $k$ in (12) is even and at most $2l$, and $T$ is non-negative by (10). The $F^k$ have positive integrands, so $U_{ii}<F^0_{ii}$ for $l>0$. The integrand of $G^k$ can change sign, but the integral is positive for any radial functions: $\frac{4\pi}{2k+1}G^k_{ij}$ is the integral $\iint\rho(1)\rho(2)\,r_{12}^{-1}$ for the real charge density $\rho=P_iP_j\,Y_{k0}/r^2$, which is twice its electrostatic self-energy. Hence $U_{pd}<F^0_{pd}$. The program tests the coefficients against explicit means over spin-orbital pairs, those in (12) for all $l\le3$ and those in (11) for all pairs of different $l_i,l_j\le3$.

## (d) The corrections for $p$ and $d$ shells

Find $F^0_{dd}$, $F^0_{pd}$ and $F^0_{pp}$ in terms of $U_{dd}$, $U_{pd}$, $U_{pp}$ and the higher Slater integrals. Interpret the $dd$ result by counting parallel and antiparallel pairs.

The configuration-average energy has been reduced to one-electron energies and mean pair energies, and these pair averages have been expressed through Slater integrals. It remains to evaluate the corrections for $p$ and $d$ shells and to apply them to core holes, a real ion and charge-transfer energies.
